\section*{Is the energy lowering from ROHF to UHF a Hessian instability?}

\section*{Question}

I converged a high-spin ROHF calculation on the planar methyl radical (6-31G basis, C--H distance 1.08~\AA) and used its density to start a UHF calculation. The energy fell from $-39.54332$ to $-39.54651$ hartree, although I had done nothing to break a symmetry.

I took this for an instability: ROHF would be a stationary point of the UHF energy, but a saddle, and UHF would roll off it along a direction of negative curvature, as it does for stretched H$_2$ once the starting orbitals are displaced. So I computed the second-derivative matrix of the UHF energy at the ROHF determinant. Its lowest eigenvalue is $+0.573$ hartree/rad$^2$. There is no negative curvature, yet the energy goes down. Where is the mistake?

\section*{Answer}

The mistake is the assumption that your ROHF determinant is stationary in UHF space. It has a nonzero slope there, and a slope lowers the energy whatever the curvature.

\subsection*{The slope that ROHF does not remove}

Take real orbitals and fixed numbers of $\alpha$ and $\beta$ electrons. Let $i,j$ be closed orbitals, $t$ open orbitals (occupied by $\alpha$ only), and $a,b$ virtual orbitals. Hartree atomic units are used, with
\[
(pq|rs)=\iint \frac{p(1)q(1)\,r(2)s(2)}{r_{12}}\,d1\,d2 .
\]
With spin densities $P^\alpha,P^\beta$, the Fock operators are
\[
F^\sigma=h+J[P^\alpha+P^\beta]-K[P^\sigma],\qquad \sigma=\alpha,\beta .
\]
The UHF energy is quadratic in the densities, and its first-order change is $\delta E=\sum_\sigma \mathrm{tr}(F^\sigma\delta P^\sigma)$. Rotating an occupied orbital $i$ of spin $\sigma$ into an empty orbital $a$ by a small angle $x$ means $i\to i+xa$ and $a\to a-xi$. Then $\delta P^\sigma=x(|a\rangle\langle i|+|i\rangle\langle a|)$, and the slope is $2F^\sigma_{ai}$.

ROHF uses one set of spatial orbitals for both spins, so it allows three kinds of rotation:
\begin{itemize}
\item Open--virtual: both orbitals are empty for $\beta$, so only $P^\alpha$ changes. Stationarity gives $F^\alpha_{at}=0$.
\item Closed--open: both orbitals are occupied for $\alpha$, so only $P^\beta$ changes. Stationarity gives $F^\beta_{ti}=0$.
\item Closed--virtual: both spins turn by the same angle. Stationarity gives $F^\alpha_{ai}+F^\beta_{ai}=0$.
\end{itemize}
UHF may also turn the two spins oppositely in the closed--virtual case. ROHF fixes the sum of the two Fock elements but not their difference. In that difference the one-electron and Coulomb terms cancel:
\[
F^\alpha_{ai}-F^\beta_{ai}=-K[P^\alpha-P^\beta]_{ai}=-K_{ai},
\qquad K_{ai}=\sum_t (at|ti),
\]
because $P^\alpha-P^\beta$ is the density of the open orbitals. Combined with the vanishing sum,
\[
F^\alpha_{ai}=-\tfrac12K_{ai},\qquad F^\beta_{ai}=+\tfrac12K_{ai}.
\]
The slopes for the separate spins are therefore $-K_{ai}$ and $+K_{ai}$. For an $\alpha$ angle $+x$ and a $\beta$ angle $-x$,
\begin{equation}
\left.\frac{dE}{dx}\right|_{0}=2F^\alpha_{ai}-2F^\beta_{ai}=-2K_{ai}.
\label{slope}
\end{equation}
If any $K_{ai}$ is nonzero, a small $x$ with the sign of $K_{ai}$ gives a UHF determinant below ROHF.

\subsection*{Why spin symmetry does not forbid it}

To first order, the opposite rotation adds $x\,T|\Phi\rangle$ to the ROHF determinant $|\Phi\rangle$, with
\[
T=a^\dagger_\alpha i_\alpha-a^\dagger_\beta i_\beta .
\]
This is a triplet operator. Acting on a state with total spin $S$ and $M=S$, it can produce spins $S$ and $S+1$; spin $S-1$ has no component with $M=S$. The Hamiltonian connects $|\Phi\rangle$ only to the spin-$S$ part, whose weight $w$ follows from $\hat S^2=\hat S_-\hat S_++\hat S_z(\hat S_z+1)$.

Since $\hat S_+|\Phi\rangle=0$ and $[\hat S_+,T]=-2a^\dagger_\alpha i_\beta$, the vector $\hat S_+T|\Phi\rangle$ has squared norm 4, while $T|\Phi\rangle$ has squared norm 2. In the normalized state, $\langle\hat S_-\hat S_+\rangle=4/2=2$. Hence
\[
S(S+1)+2=w\,S(S+1)+(1-w)(S+1)(S+2).
\]
The right side equals $S(S+1)+2(S+1)(1-w)$, so $1-w=1/(S+1)$ and
\[
w=\frac{S}{S+1}.
\]
For a closed shell $w=0$: spin symmetry forbids the slope, and RHF is stationary in UHF space. For a doublet $w=1/3$, so the slope is allowed. Whether it is present depends on $K_{ai}$.

\subsection*{What your positive Hessian does tell you}

Collect all UHF angles in a vector $x$ and write
\[
E(x)=E_0+g^{T}x+\tfrac12x^{T}Hx+\cdots .
\]
To obtain $H$, let $p,q$ now be any occupied and $r,s$ any empty orbitals of a given spin, and let $X$ be the matrix of angles $x_{rp}$ for that spin. The orbital rotation is the exponential of an antisymmetric matrix with only occupied--empty blocks. To second order, the occupied block of the density changes by $-X^TX$ and the empty block by $+XX^T$; the occupied--empty block changes only at first order. The Fock terms of second order are thus
\[
\sum_{prs}F_{rs}x_{rp}x_{sp}-\sum_{pqr}F_{pq}x_{rp}x_{rq}.
\]
The first-order density change, inserted twice into the two-electron energy, gives $2(rp|sq)$ for every ordered pair of angles from the Coulomb part. For equal spins exchange adds $-(rs|pq)-(rq|sp)$. Equating the sum to $\frac12x^THx$ gives
\begin{align*}
H^{\sigma\sigma}_{rp,sq}&=2\bigl[\delta_{pq}F^\sigma_{rs}-\delta_{rs}F^\sigma_{pq}+2(rp|sq)-(rs|pq)-(rq|sp)\bigr],\\
H^{\alpha\beta}_{rp,sq}&=4(rp|sq).
\end{align*}

If $H$ is positive definite, the quadratic model has its minimum where $g+Hx=0$, that is at $x=-H^{-1}g$. Insertion gives
\begin{equation}
E_0-E_{\min}\approx g^TH^{-1}g-\tfrac12g^TH^{-1}g=\tfrac12\,g^{T}H^{-1}g>0 .
\label{newton}
\end{equation}
Positive curvature limits the descent; it does not prevent it. The energy is of first order in the angle, but the final lowering is of second order in $K$, because the angle itself is proportional to $K$.

At a point with nonzero slope, the signs of the Hessian eigenvalues also depend on the coordinates. Replacing an angle $x$ by $y+cy^2$ turns $gx$ into $gy+gcy^2$ and so adds $2gc$ to the second derivative. This freedom disappears when $g=0$, where the signs become a proper test of local stability.

\subsection*{The numbers for methyl}

I evaluated these expressions with the integrals of your calculation. There are 5 $\alpha$ and 4 $\beta$ electrons in 15 basis functions, hence $5\times10+4\times11=94$ angles. The root of the sum of squares of all $K_{ai}$ is $\|K\|=0.06892$ hartree. Each element enters the gradient once per spin, so
\[
\|g\|=\sqrt2\,\|K\|=1.4142\times0.06892=0.0975\ \text{hartree/rad}.
\]

Moving by $\pm0.001$ rad along the normalized downhill direction $-g/\|g\|$, with the energy recomputed from the rotated orbitals, changes it by $-95.90$ microhartree forwards and $+99.02$ backwards. Half the difference, $97.46$ microhartree, is the linear part and agrees with $\|g\|\times0.001$. The mean of the two changes, $+1.56$ microhartree, is the curvature part. A saddle left along an unstable mode would instead show a decrease on both sides.

Solving the linear system in (\ref{newton}) gives a lowering of $3.200$ millihartree. The converged UHF lowering is $3.195$ millihartree, or $86.9$ meV; the estimate is too large by $0.16\%$ of that value. The slope and the positive Hessian together account for your energy drop. At the UHF solution the lowest Hessian eigenvalue is $+0.598$ hartree/rad$^2$, so that solution is a local minimum in UHF space.

No symmetry-breaking guess was needed because $F^\alpha$ and $F^\beta$ already differ at the ROHF density. Their closed--virtual elements $\mp K_{ai}/2$ mix the orbitals differently for the two spins in the first iteration.

\subsection*{What the slope means physically}

The open orbital of planar methyl is a $\pi$ orbital with a node in the molecular plane. In ROHF the spin density is the density of this orbital alone, so it vanishes at all nuclei. The product $t(1)t(2)$ in $K_{ai}$ is even when both electrons are reflected in the plane, so $a$ and $i$ must have the same reflection parity. The closed orbitals are $\sigma$ orbitals; they mix with $\sigma$ virtuals, which can have amplitude at the nuclei.

UHF gives spin densities of $+0.2495$ bohr$^{-3}$ at carbon and $-0.0335$ bohr$^{-3}$ at each hydrogen. This is spin polarization. The values belong to a small Gaussian basis without electron correlation and are not predictions of hyperfine couplings.

The price is spin contamination. The excess of $\langle\hat S^2\rangle$ over $S(S+1)$ is the squared norm of the parts of the occupied $\beta$ orbitals outside the occupied $\alpha$ space. After rotation, a closed $\beta$ orbital is $i+\sum_ax^\beta_{ai}a+\sum_tx^\beta_{ti}t$ to first order. To the same order, the $\alpha$ space contains $i+\sum_ax^\alpha_{ai}a$ and $t+\sum_ax^\alpha_{at}a$. Because $t$ enters the $\beta$ orbital with the small factor $x^\beta_{ti}$, the part of that term outside the $\alpha$ space is only of second order and drops out. This leaves
\[
\langle\hat S^2\rangle-S(S+1)\approx\sum_{ai}\bigl(x^\alpha_{ai}-x^\beta_{ai}\bigr)^2 .
\]
With the angles $-H^{-1}g$ this gives $0.0121$; the UHF value is $0.0120$. Contamination starts at second order in the angles, while the energy gain starts at first order.

\subsection*{When the Hessian does decide}

Your picture applies when every $K_{ai}$ vanishes. This happens, for example, without open shells, without closed shells, or when symmetry removes each element.

Lithium shows the symmetry case. In STO-3G its occupied orbitals are of $s$ type and the virtuals are the three $2p$ functions. The integrand of $(at|ti)$ is then odd under inversion, so $K=0$. The lowest Hessian eigenvalue is $+0.170$ hartree/rad$^2$, and UHF started from ROHF keeps the ROHF energy. In 6-31G there is also an $s$ virtual: $\|K\|=0.0020$ hartree, and the energy falls by $0.82$ microhartree, again with a positive Hessian.

H$_2$ at 4 bohr (6-31G) is a true instability. There is no open shell, so the slope is zero, but the lowest eigenvalue is $-0.525$ hartree/rad$^2$. Moving by $0.01$ rad in either sense along its normalized eigenvector lowers the energy by $\frac12\times0.525\times10^{-4}$ hartree, or $26.3$ microhartree. UHF started from the RHF density stays at $-0.90055$ hartree, since both spins see the same Fock operator. Started from orbitals rotated by $0.5$ rad along the unstable mode, it reaches $-0.99955$ hartree.

For an open-shell molecule, first look at $K_{ai}$, or simply converge UHF from the ROHF density. Then compute the Hessian at the UHF solution, where the slope is zero and the signs of the eigenvalues have their usual meaning.
